# Length and velocity gauges with nonlocal pseudopotentials in Kohn–Sham propagation

## 1. What symmetry demands

A uniform vector potential that is constant in time produces no electric or magnetic field. In a finite system it can therefore change neither an energy nor a density. (With periodic boundary conditions it shifts the crystal momenta instead, see Section 4, and the energy of a partly filled band at fixed occupations does change.) A Hamiltonian $H(\mathbf A)$ meets this demand if it is related to $H(0)$ by a unitary operator that multiplies each orbital by a local phase.

The kinetic energy tells us which phase. In Hartree atomic units the electron has charge $q=-1$, and minimal coupling replaces $\mathbf p$ by $\mathbf p-q\mathbf A=\mathbf p+\mathbf A$, with the factor $1/c$ absorbed in $\mathbf A$. Define

$$U=e^{-i\mathbf A\cdot\mathbf r}.$$

For any function $f$,

$$U\mathbf pU^\dagger f=e^{-i\mathbf A\cdot\mathbf r}(-i\nabla)\left(e^{i\mathbf A\cdot\mathbf r}f\right)=(\mathbf p+\mathbf A)f. \tag{1}$$

A phase $e^{-i\theta(\mathbf r)}$ shifts $\mathbf p$ by $\nabla\theta$, so $\theta=\mathbf A\cdot\mathbf r$ up to a constant. Every other term of $H$ must be transformed by the same $U$. A local potential commutes with it and stays as it is. A nonlocal pseudopotential does not, and must become

$$\tilde V_{nl}=e^{-i\mathbf A\cdot\mathbf r}\,V_{nl}\,e^{i\mathbf A\cdot\mathbf r}. \tag{2}$$

The signs in (2) belong to the combination $\mathbf p+\mathbf A$. With the opposite sign convention for $\mathbf A$, both signs reverse.

## 2. The two sets of equations

Let the field be uniform in space, with $\mathbf E(t)=-\dot{\mathbf A}(t)$. A scalar potential $-\mathbf E\cdot\mathbf r$ gives the same field, and the energy of an electron in it is $q(-\mathbf E\cdot\mathbf r)=+\mathbf E\cdot\mathbf r$. The length-gauge Hamiltonian is

$$H_L=\frac{p^2}{2}+v[n]+V_{nl}+\mathbf E\cdot\mathbf r, \tag{3}$$

where $v[n]$ contains the local ionic potential and the Hartree and exchange-correlation potentials. The velocity-gauge Hamiltonian is

$$H_V=\frac{(\mathbf p+\mathbf A)^2}{2}+v[n]+\tilde V_{nl}. \tag{4}$$

We assume that $v$ is a local potential determined by the density alone, at the present time or also at earlier times. The pseudopotential is norm-conserving, so the orbitals obey an ordinary Schrödinger equation without an overlap operator.

**Claim.** If $\phi_j$ solve $i\dot\phi_j=H_L\phi_j$, then $\psi_j=U\phi_j$ solve $i\dot\psi_j=H_V\psi_j$, with the same density at all times. The initial orbitals must obey the same relation.

## 3. Proof

Since $|U|=1$ at every point,

$$n=\sum_jf_j|\psi_j|^2=\sum_jf_j|\phi_j|^2,$$

where $f_j$ are occupations. Hence $v[n]$ is the same function of position and time in both gauges. This settles the only nonlinear part of the problem.

The operators $\mathbf A\cdot\mathbf r$ at different times commute, so $\dot U=-i(\dot{\mathbf A}\cdot\mathbf r)U$. Therefore

$$i\dot\psi_j=i\dot U\phi_j+U\,i\dot\phi_j
=\left(\dot{\mathbf A}\cdot\mathbf r+UH_LU^\dagger\right)\psi_j. \tag{5}$$

By (1) and (2),

$$UH_LU^\dagger=\frac{(\mathbf p+\mathbf A)^2}{2}+v[n]+\tilde V_{nl}+\mathbf E\cdot\mathbf r.$$

In (5) the two terms linear in $\mathbf r$ add to $(\dot{\mathbf A}+\mathbf E)\cdot\mathbf r=0$. What remains is $H_V$.

Thus $U\phi_j$ is a solution of the velocity-gauge equations. Provided that the initial-value problem has a unique solution, it is the one that velocity-gauge propagation finds. As $U$ is invertible, the argument also runs backwards.

The assumption on $v$ matters. A functional of the kinetic-energy density $\frac12\sum f_j|\nabla\psi_j|^2$ would break the first step, because the gradient also acts on the phase. To represent the same functional in the velocity gauge, $|\nabla\psi_j|^2$ must be replaced by $|(\mathbf p+\mathbf A)\psi_j|^2=|\mathbf p\phi_j|^2$. A finite basis is another limitation: $U$ generally leads out of the space it spans, and (1) need not hold for the matrices of $\mathbf p$ and $\mathbf r$, so with $\mathbf p+\mathbf A$ represented directly in the basis the two gauges generally agree only as the basis becomes complete. An exception is a real-space grid, on which $U$ is diagonal: if the discretized kinetic matrix $T$ is itself replaced by $UTU^\dagger$, the proof goes through unchanged at any grid spacing.

## 4. The transformed pseudopotential

In position space (2) reads

$$\tilde V_{nl}(\mathbf r,\mathbf r')=e^{-i\mathbf A\cdot(\mathbf r-\mathbf r')}V_{nl}(\mathbf r,\mathbf r'). \tag{6}$$

The phase contains a difference of positions, so the choice of origin drops out. For a local potential $\mathbf r=\mathbf r'$ and the phase is one. For a separable potential,

$$V_{nl}=\sum_aD_a|\beta_a\rangle\langle\beta_a|\quad\Rightarrow\quad
\tilde V_{nl}=\sum_aD_a|\tilde\beta_a\rangle\langle\tilde\beta_a|,\qquad
\tilde\beta_a=e^{-i\mathbf A\cdot\mathbf r}\beta_a. \tag{7}$$

In practice each projector is multiplied by a phase that follows $\mathbf A(t)$.

Since $\mathbf r-\mathbf r'$ is confined to the range of the projectors, one might hope to neglect the phase for small $\mathbf A$. Expanding (2) to first order shows what would be lost:

$$\tilde V_{nl}=V_{nl}-i[\mathbf A\cdot\mathbf r,V_{nl}]+O(A^2)
=V_{nl}+\mathbf A\cdot i[V_{nl},\mathbf r]+O(A^2). \tag{8}$$

The correction is of the same order in $\mathbf A$ as the coupling $\mathbf A\cdot\mathbf p$ that drives the linear response. A weaker field does not reduce the relative error.

### Crystals

If $V_{nl}(\mathbf r,\mathbf r')$ is unchanged when both arguments are shifted by a lattice vector, so is (6). The velocity gauge keeps Bloch's theorem, whereas $\mathbf E\cdot\mathbf r$ destroys the periodicity of $H_L$. On plane waves $|\mathbf q\rangle$ we have $e^{i\mathbf A\cdot\mathbf r}|\mathbf q\rangle=|\mathbf q+\mathbf A\rangle$, and so

$$\langle\mathbf k+\mathbf G|\tilde V_{nl}|\mathbf k+\mathbf G'\rangle
=\langle\mathbf k+\mathbf A+\mathbf G|V_{nl}|\mathbf k+\mathbf A+\mathbf G'\rangle. \tag{9}$$

The replacement $\mathbf k\to\mathbf k+\mathbf A$ applies to the nonlocal term as well as to the kinetic energy.

As an example, take a chain with cell length $a=4$ bohr and one normalized Gaussian projector $\beta\propto e^{-x^2/2w^2}$ per cell, with $w=0.8$ bohr and $D=-0.5$ hartree. Its Fourier transform satisfies $|\hat\beta(q)|^2=2\sqrt\pi\,w\,e^{-q^2w^2}$, and the diagonal element is $(D/a)|\hat\beta(q)|^2$. At $q=k=0.196$ this is $-0.346$ hartree. With $A=0.589$ we must use $q=k+A=0.785$, which gives $-0.239$ hartree. Explicit summation over the projectors of the chain gives the same values.

## 5. The velocity and the current

The velocity operator is whatever gives the rate of change of the mean position, $\mathbf v=i[H_V,\mathbf r]$. Write $\boldsymbol\pi=\mathbf p+\mathbf A$. From $[\pi_b,r_a]=-i\delta_{ab}$,

$$i\left[\tfrac12\pi^2,r_a\right]=\frac i2\sum_b\left(\pi_b[\pi_b,r_a]+[\pi_b,r_a]\pi_b\right)=\frac i2(-2i\pi_a)=\pi_a.$$

The local potential commutes with $\mathbf r$; the nonlocal one does not. Hence

$$\boxed{\mathbf v=\mathbf p+\mathbf A+i[\tilde V_{nl},\mathbf r]} \tag{10}$$

The electric current density averaged over a volume $\Omega$ is

$$\mathbf J=-\frac1\Omega\sum_jf_j\langle\psi_j|\mathbf v|\psi_j\rangle,$$

the minus sign being the electron charge. Differentiating (2) gives $\partial\tilde V_{nl}/\partial A_a=-ir_a\tilde V_{nl}+i\tilde V_{nl}r_a=i[\tilde V_{nl},r_a]$, so $\mathbf v=\partial H_V/\partial\mathbf A$ at fixed density. In a crystal the commutator is well defined although $\mathbf r$ is not periodic, because its kernel $i\tilde V_{nl}(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)$ is.

For one separable term, let $b=\langle\tilde\beta|\psi\rangle$ and $c=\langle\tilde\beta|x\psi\rangle$. Then

$$\langle\psi|i[\tilde V_{nl},x]|\psi\rangle=iD(b^*c-c^*b)=-2D\,\mathrm{Im}(b^*c). \tag{11}$$

### Local balance

From $i\dot\psi=H_V\psi$ follows $\partial_t|\psi|^2=2\,\mathrm{Im}(\psi^*H_V\psi)$. The real local potential drops out. For the kinetic part use $\nabla=i(\boldsymbol\pi-\mathbf A)$:

$$\nabla\cdot(\psi^*\boldsymbol\pi\psi)=(\nabla\psi)^*\cdot\boldsymbol\pi\psi+\psi^*\nabla\cdot\boldsymbol\pi\psi
=-i|\boldsymbol\pi\psi|^2+i\psi^*\pi^2\psi,$$

where the two terms containing $\mathbf A$ cancel. The real part is $-\mathrm{Im}(\psi^*\pi^2\psi)$. With $\mathbf j_{kin}=\sum f_j\mathrm{Re}(\psi_j^*\boldsymbol\pi\psi_j)$ we obtain

$$\partial_tn+\nabla\cdot\mathbf j_{kin}=s,\qquad s=2\,\mathrm{Im}\sum_jf_j\psi_j^*\tilde V_{nl}\psi_j. \tag{12}$$

The nonlocal potential removes density at one point and restores it at another. As $\tilde V_{nl}$ is Hermitian, $\int s\,d^3r=0$. The first moment is

$$\int\mathbf r\,s\,d^3r=-i\sum_jf_j\langle\mathbf r\tilde V_{nl}-\tilde V_{nl}\mathbf r\rangle_j=\sum_jf_j\langle i[\tilde V_{nl},\mathbf r]\rangle_j,$$

which is the missing part of the total velocity. A local current $\mathbf j_{nl}$ with $\nabla\cdot\mathbf j_{nl}=-s$ would restore the usual continuity equation, but (12) fixes it only up to a divergence-free field.

## 6. Spectra from a kick

Apply $E=\kappa\,\delta(t)$ along $x$ to a finite system in its ground state $\phi_j^0$. In the length gauge, integrating across $t=0$ gives $\phi_j(0^+)=e^{-i\kappa x}\phi_j^0$; the other terms of $H_L$ contain no $\delta$-function in time and do not contribute. In the velocity gauge $A$ jumps from $0$ to $-\kappa$, and

$$\psi_j(0^+)=e^{-iAx}\phi_j(0^+)=e^{i\kappa x}e^{-i\kappa x}\phi_j^0=\phi_j^0.$$

The orbitals are continuous, and the kick is carried by the constant $A=-\kappa$.

Let $X$ be the summed electron position, measured from its ground-state value, and $P=\dot X$. In the length gauge the velocity operator is $v_L=p+i[V_{nl},x]$. Using $e^{i\kappa x}v_Le^{-i\kappa x}=v_L+i\kappa[x,v_L]+O(\kappa^2)$, $[x,p]=i$, and $P=0$ in the ground state,

$$P(0^+)=-\kappa S,\qquad S=N+\langle[x,[V_{nl},x]]\rangle, \tag{13}$$

to first order in $\kappa$, where $\langle\ \rangle$ includes the sum over the $N$ electrons. Without a nonlocal potential $S=N$.

The dipole moment is $-X$ and the Fourier transform of the field is $\kappa$. With damping $\eta$ and $z=\omega+i\eta$, the polarizability is

$$\alpha=-\frac1\kappa\int_0^\infty X e^{izt}dt=-\frac{i}{\kappa z}\int_0^\infty Pe^{izt}dt. \tag{14}$$

The second form follows by parts: $\int Pe^{izt}dt=-iz\int Xe^{izt}dt$, as $X(0)=0$ and the damping removes the upper limit.

The strength function is $(2\omega/\pi)\,\mathrm{Im}\,\alpha$. To see its normalization, consider a linear response $X=-\kappa\sum_\nu(F_\nu/\Omega_\nu)\sin\Omega_\nu t$. Then $\alpha=\sum_\nu F_\nu/(\Omega_\nu^2-z^2)$, and for $\eta\to0$ the strength function becomes $\sum_\nu F_\nu\delta(\omega-\Omega_\nu)$ for $\omega>0$. Its area $\sum_\nu F_\nu$ equals $-P(0^+)/\kappa=S$.

## 7. What the bare pseudopotential does

Consider again a finite system, and suppose $V_{nl}$ is left untransformed while the kinetic energy contains $A$. The Hamiltonian is then changed by $Ap+A^2/2$. For doubly occupied real orbitals $i$ with energies $\varepsilon_i$, second-order perturbation theory gives

$$\Delta\mathcal E=2\sum_i\left[\frac{A^2}2-A^2\sum_{n\ne i}\frac{|p_{ni}|^2}{\varepsilon_n-\varepsilon_i}\right]=\frac12D_FA^2,\qquad
D_F=N-\sum_{i}^{occ}\sum_n^{empty}\frac{4|p_{ni}|^2}{\varepsilon_n-\varepsilon_i}. \tag{15}$$

Terms with both $n$ and $i$ occupied cancel in pairs. The first-order change of each orbital is imaginary, because $p$ is; the density, and with it $v[n]$, does not change at first order. It does change at second order, but the total energy is stationary with respect to the orbitals, so that change enters the energy only at higher order, and (15) may be evaluated at fixed $v[n]$.

If there is no nonlocal potential, $p_{ni}=i(\varepsilon_n-\varepsilon_i)x_{ni}$ and the sum in (15) is $\sum4(\varepsilon_n-\varepsilon_i)|x_{ni}|^2=N$, so $D_F=0$. The value $N$ follows from $\langle i|[x,[h,x]]|i\rangle=2\sum_n(\varepsilon_n-\varepsilon_i)|x_{ni}|^2$ for the orbital Hamiltonian $h$, together with $[x,[p^2/2,x]]=1$ and two electrons per orbital; with $V_{nl}$ in $h$ the same sum equals $S$ of (13). With $V_{nl}$, that relation holds for $p+i[V_{nl},x]$ and not for $p$. The cancellation is lost, and a constant $A$ changes the energy.

The naive current uses $p+A$, the derivative of this faulty Hamiltonian with respect to $A$. To first order in $A$, its static mean is $D_FA=-\kappa D_F$ after a kick. Inserting this constant for $P$ in (14), with $\int_0^\infty e^{izt}dt=i/z$, gives $\alpha=-D_F/z^2$. This is the response of free carriers, and $D_F$ is a false Drude weight.

## 8. Worked example

The model is a one-dimensional molecule with four electrons in two orbitals. Ions of charge 2 at $x=\pm1.5$ bohr attract them through soft-Coulomb potentials, and each ion carries one projector with the $w$ and $D$ of Section 4. Exchange is treated in the adiabatic local density approximation for soft-Coulomb electrons; correlation is omitted.

**Static quantities.** The double commutator in (13) is $1.522$, so

$$S=4+1.522=5.522.$$

An explicit sum over states, $\sum4(\varepsilon_n-\varepsilon_i)|x_{ni}|^2$, gives the same number. The initial slope of $X$ after a kick, divided by $-\kappa$, also gives $5.522$.

Equation (15) yields $D_F=1.087$. For $A=0.1$ it predicts a false energy shift of $\frac12(1.087)(0.1)^2=0.0054$ hartree, and diagonalization with the bare $V_{nl}$ at fixed $v[n]$ gives $0.0054$ hartree. With the transformed potential the shift is at rounding level, about $10^{-14}$ hartree.

**A pulse.** The vector potential is $A_0\sin^2(\pi t/T)\sin\omega t$ with $A_0=0.1$, $\omega=0.3$ hartree and $T=60$, followed up to $t=40$. The largest $|X|$ is $0.181$ bohr. Relative to this value, the largest difference from the length gauge is

- $1.1\times10^{-5}/0.181\approx6\times10^{-5}$ with the transformed $V_{nl}$;
- $0.0453/0.181\approx25\%$ with the bare $V_{nl}$.

At the end $A=-0.040$. The normalized orbitals of the two gauges then differ, measured by the norm of their difference for the worse of the two orbitals, by $0.076$ if compared directly, and by $3.5\times10^{-4}$ after the gauge phase is applied. The remainder comes from the finite periodic box, at whose edge $x$ and $U$ are discontinuous: halving the time step or refining the grid leaves it at $3.5\times10^{-4}$, whereas enlarging the box from $63$ to $105$ bohr reduces it to $2\times10^{-5}$.

The largest $|\dot X|$ is $0.0613$. The full velocity (10) reproduces $\dot X$ from the length gauge to $2.6\times10^{-5}$, or $0.04\%$ of this value. In the same correct propagation, $p+A$ alone is wrong by up to $0.0152$, or $25\%$.

The balance (12), averaged over a Gaussian of width $0.7$ bohr, holds at $t=25$ to $1.5\times10^{-8}$, against a largest averaged source of $1.5\times10^{-3}$. Evaluated point by point on the propagation grid, its kinetic part is less accurate: at $t=40$ the error is $3.6\times10^{-5}$, about $2\%$ of the averaged source just quoted. The balance with the nonlocal source is therefore tested only in averaged form. Products of orbitals contain up to twice the largest wavenumber of the orbitals, more than that grid can hold. On a doubled grid the error falls to rounding level.

**A kick.** With $\kappa=0.001$ and $\eta=0.08$ hartree, the highest peak lies at $0.875$ hartree, or $23.8$ eV. This is above the Kohn–Sham ionization threshold of $0.736$ hartree, and the potential binds no empty level (the lowest, at $+0.002$ hartree, is a state of the periodic box and moves towards zero as the box grows), so the peak is a broadened feature of the continuum, represented here by the states of a finite box. The strength function at the peak, in hartree$^{-1}$, is

- $7.95$ from the position in the length gauge;
- $7.95$ from the full current in the velocity gauge;
- $6.04$ from the same propagation with the commutator dropped from the current, $24\%$ too low;
- $4.73$ with the bare $V_{nl}$ and the current $p+A$, $40\%$ too low.

The time-averaged $-P/\kappa$ is $-0.00006$ in the full treatment, as it should be near zero for a bounded system. With the bare $V_{nl}$ and the current $p+A$ it is $1.087$, the false Drude weight found above from the ground state alone.

These percentages belong to this model and its strong projectors. In another system the size of the error depends on the matrix elements of $i[V_{nl},\mathbf r]$ relative to those of $\mathbf p$. The numerical check contains the propagations in the $63$-bohr box and tests of the main formulas; the runs with other boxes, grids and time steps mentioned above are not part of it.

## Computed values

```
MODEL (Hartree atomic units)
grid points, spacing: 180, 0.35 bohr; time step 0.05 au
ions at -1.5, 1.5 bohr, charge 2.0
projector width 0.8 bohr, strength D -0.5 hartree
orbital energies: -0.95493, -0.73593 hartree
lowest empty level: 0.00193 hartree
STATIC TESTS
electron number N: 4
double-commutator term: 1.52187
sum S = N + commutator term: 5.52187
S from sum over states: 5.52187
constant A: 0.1 au
energy shift, transformed V_nl: 1.2e-14 hartree
energy shift, bare V_nl: 0.005429 hartree
false Drude weight, perturbation sum: 1.08656
false Drude weight, energy curvature: 1.08655
CRYSTAL CHAIN
cell 4.0 bohr, k 0.19635, A 0.58905 au
<k|V_nl|k> bare: -0.345851 hartree
<k|V_nl|k> transformed: -0.238865 hartree
PULSE
A amplitude 0.1 au, frequency 0.3 hartree
pulse length 60.0 au, stopped at 40.0 au
A at stop: -0.04024 au
largest |X|, length gauge: 0.18146 bohr
largest X difference, transformed V_nl: 1.1e-05 bohr
largest X difference, bare V_nl: 0.04528 bohr
orbital difference with gauge phase: 3.5e-04
orbital difference without phase: 0.0763
largest |dX/dt|: 0.06125 au
largest error of full velocity: 2.6e-05 au
largest error of p+A alone: 0.01524 au
LOCAL BALANCE
time 25.0 au, averaging width 0.7 bohr
largest averaged source: 0.001529 au
largest averaged balance error: 1.5e-08 au
pointwise error at stop, propagation grid: 3.6e-05 au
pointwise error at stop, doubled grid: 6.2e-16 au
KICK SPECTRUM
kick 0.001 au, damping 0.08 hartree, time 100.0 au
-(dX/dt at 0+)/kick: 5.52182
peak position: 0.875 hartree = 23.81 eV
strength function at this peak, 1/hartree:
  length gauge, position: 7.9492
  velocity gauge, full current: 7.9494
  velocity gauge, commutator dropped: 6.0403
  bare V_nl and p+A alone: 4.7330
largest difference of first two spectra: 4.0e-04 1/hartree
steady -P/kick, full treatment: -0.00006
steady -P/kick, bare V_nl and p+A: 1.08652
```
